\section*{Choosing the reference energy: folded-spectrum minimisation versus shift-invert Lanczos}

A quantum dot described by pseudopotentials, tight binding or a multiband $\mathbf{k}\cdot\mathbf{p}$ model has its band-edge states in the middle of the spectrum, and the two methods treated here, which find them without computing every state below, need a reference energy $E_{\rm ref}$. Two things go wrong in a folded-spectrum run when it is set by feel, and a third cost comes with folding at any setting. A reference placed on the wanted level slows a folded-spectrum run: in the dot treated below, 844 Lanczos steps are needed instead of 344. A reference at the middle of the gap leaves the minimisation without a unique minimum. And halving the grid spacing, which to leading order doubles the bound on the step count of a ground-state search, quadruples it after folding; the counts measured below grow by 1.8 and by 3.1 to 3.4. A shift-invert solver, in contrast, gains from a reference close to the level, and is untroubled by midgap and nearly indifferent to the grid. The bounds behind these statements follow from one condition number; the step counts themselves lie below the bounds and also depend on how the levels near the gap are spaced.

\section{What the setting does}

Hartree atomic units are used. $H$ is a Hermitian $N\times N$ matrix with eigenpairs $(E_i,u_i)$. The wanted level $E_1$, the lowest conduction state, is simple; $E_v$ is the next level below and $E_2$ the next above. Define
\begin{equation}
g=E_1-E_v,\quad \delta=E_2-E_1,\quad L=E_{\max}-E_1,\quad \sigma\equiv E_{\rm ref}=E_1-d .
\end{equation}
Applying $H-\sigma$ twice to $u_i$ shows that $A=(H-\sigma)^2$ has the same eigenvectors and eigenvalues $(E_i-\sigma)^2$. The level nearest $\sigma$ becomes the lowest. This is $E_1$ when $d^2<(g-d)^2$ and $d^2<(d+\delta)^2$, that is for $-\delta/2<d<g/2$. The folded-spectrum method minimises $R(x)=x^\dagger Ax/x^\dagger x$.

One quantity squares exactly. With $W=\max_i|E_i-\sigma|$, the ratio of largest to smallest singular value is $W/|d|$ for $H-\sigma$ and $(W/d)^2$ for $A$. That number governs linear systems. It diverges as $d\to0$, where the minimum of $R$ is still isolated, so it cannot be the number that governs the minimisation.

\section{The condition number of the minimisation}

Let any Hermitian operator have eigenvalues $a_1<a_2\le\dots\le a_N$, and put $b_i=a_i-a_1$. For $x=\sum_i c_iu_i$, orthonormality gives
\begin{equation}
R(x)-a_1=\frac{\sum_{i\ge2}b_i|c_i|^2}{\sum_i|c_i|^2}.
\label{eq:R}
\end{equation}
Near $x=u_1$ the numerator is already of second order, so the denominator may be set to 1. The real Hessian then has eigenvalue $2b_i$ twice for each $i\ge2$ (real and imaginary part of $c_i$) and two zeros, for the norm and the phase of $c_1$. The ratio of stiffest to softest true direction is
\begin{equation}
\kappa=\frac{b_N}{b_2}=\frac{a_N-a_1}{a_2-a_1}.
\end{equation}
If $E_1$ were the bottom of the spectrum, $H$ itself could be minimised, with $\kappa_0=L/\delta$.

For $A$, take first the case that the upper end sets the width, $W=L+d$. Here $a_1=d^2$, and $a_2$ is the smaller of $(d+\delta)^2$ and $(g-d)^2$. Each difference of squares factors:
\begin{align}
(L+d)^2-d^2&=L(L+2d),\nonumber\\
(d+\delta)^2-d^2&=\delta(\delta+2d),\qquad (g-d)^2-d^2=g(g-2d),\nonumber\\
\kappa_F(d)&=\frac{L(L+2d)}{\min[\delta(\delta+2d),\,g(g-2d)]}.
\label{eq:kF}
\end{align}
At $d=0$ with $\delta<g$ this is $L^2/\delta^2=\kappa_0^2$: the squaring is exact there. On the first branch $\kappa_F=\kappa_0(L+2d)/(\delta+2d)$, and the second factor is of order $\kappa_0$ for $0\le d\lesssim\delta$ but falls to about $L/2d$ for $\delta\ll d\ll L$. The reason is that the parabola $(E-\sigma)^2$ is flat at its vertex and flattens the spacing $\delta$ to $\delta^2$; away from the vertex its slope $2d$ gives $2d\delta$ instead.

The best shift follows from monotonicity. The first branch contains $(L+2d)/(\delta+2d)=1+(L-\delta)/(\delta+2d)$, which falls with $d$ since $L>\delta$. The second branch has a rising numerator and a falling denominator. $\kappa_F$ is the larger of the two, so it is least where they cross: $\delta^2+2d\delta=g^2-2dg$ gives $2d(g+\delta)=(g-\delta)(g+\delta)$, hence
\begin{equation}
d^*=\frac{g-\delta}{2},\qquad \sigma^*=\frac{E_v+E_2}{2},\qquad \kappa_F^*=\frac{L(L+g-\delta)}{\delta g}.
\label{eq:best}
\end{equation}
The value of $\sigma^*$ comes from $E_1-d^*=\tfrac12[(E_1-g)+(E_1+\delta)]$, and the denominator from $\delta+2d^*=g$. If the lower end sets the width, $W=L'-d$ with $L'=E_1-E_{\min}>g$, the numerator is $L'(L'-2d)$. The first branch still falls, and the second contains $1+(L'-g)/(g-2d)$, which rises, so $\sigma^*$ is unchanged.

For $\delta\ll g\ll L$, $\kappa_F^*\approx\kappa_0L/g$, smaller than $\kappa_0^2$ by $\delta/g$. The correct statement is therefore this: folding squares the dependence on the spectral width for every admissible shift small compared with $L$, while it squares the dependence on the level spacing when the shift lies within about $\delta$ of the level and not at the best shift. At both ends of the window, $d\to g/2$ and $d\to-\delta/2$, the denominator of (\ref{eq:kF}) vanishes and two states share the minimum.

\section{From condition number to step count}

\subsection{Steepest descent}
To first order in the error the residual $r=Ax-Rx$ has components $b_ic_i$ for $i\ge2$, since $R-a_1$ is of second order. A step $c_i\to c_i(1-tb_i)$ changes the error $S_1$ to $S_1-2tS_2+t^2S_3$, with $S_k=\sum_ib_i^k|c_i|^2$. The minimum is at $t=S_2/S_3$ and the error is multiplied by $1-S_2^2/(S_1S_3)$. With weights $w_i=b_i^2|c_i|^2/S_2$, which sum to 1, $S_1/S_2=\langle1/b\rangle$ and $S_3/S_2=\langle b\rangle$. Every $b_i$ obeys $(b_i-b_2)(b_N-b_i)\ge0$; dividing by $b_i$ gives $b_i+b_2b_N/b_i\le b_2+b_N$. Averaging, and using that an arithmetic mean is at least the geometric mean,
\begin{equation}
2\sqrt{b_2b_N\langle b\rangle\langle1/b\rangle}\le\langle b\rangle+b_2b_N\langle 1/b\rangle\le b_2+b_N .
\end{equation}
Squaring gives the Kantorovich inequality $\langle b\rangle\langle1/b\rangle\le(\kappa+1)^2/4\kappa$, so the factor per step is at most $1-4\kappa/(\kappa+1)^2=[(\kappa-1)/(\kappa+1)]^2$. Equality needs weight on $b_2$ and $b_N$ alone, and $wb_2+(1-w)b_N=wb_N+(1-w)b_2$, so $w=\tfrac12$. The worst-case step count is proportional to $\kappa$.

\subsection{Polynomial filtering and Lanczos}
The map $y(a)=(a_N+a_2-2a)/(a_N-a_2)$ sends $[a_2,a_N]$ onto $[-1,1]$, where the Chebyshev polynomial $T_m(\cos\vartheta)=\cos m\vartheta$ is bounded by 1. It sends $a_1$ to $(b_N+b_2)/(b_N-b_2)=(\kappa+1)/(\kappa-1)\equiv\cosh\eta$, where $T_m=\cosh m\eta$. From $e^\eta=\cosh\eta+\sqrt{\cosh^2\eta-1}$,
\begin{equation}
e^{\eta}=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1},\qquad \eta\approx\frac{2}{\sqrt\kappa}\quad(\kappa\gg1).
\end{equation}
Let $\phi$ be the angle between a vector and $u_1$, so $\tan^2\phi=\sum_{i\ge2}|c_i|^2/|c_1|^2$. Filtering $x_0$ with $T_m(y(A))$ multiplies $c_1$ by $\cosh m\eta$ and $c_i$ by $\cos m\vartheta_i$, so $\tan\phi_m\le\tan\phi_0/\cosh m\eta$. When the weight $|c_i|^2$ is spread smoothly over $\vartheta$ on the scale $\pi/m$, $\cos^2m\vartheta$ averages to $\tfrac12$ and $\tan\phi_m$ is near $1/\sqrt2$ of the bound.

After $m$ steps Lanczos has an orthonormal basis of the space of all $p(A)x_0$ with $p$ of degree $m-1$, and its lowest Ritz value $\theta_m$ is the minimum of $R$ over that space. The filtered vector of degree $m-1$ lies in it, and (\ref{eq:R}) gives $R-a_1\le b_N\tan^2\phi$. In exact arithmetic, then,
\begin{equation}
\frac{\theta_m-a_1}{a_2-a_1}\le\frac{\kappa\tan^2\phi_0}{\cosh^2[(m-1)\eta]},
\end{equation}
and the left side is below $\epsilon$ no later than step
\begin{equation}
m_b=\Big\lceil1+\eta^{-1}\operatorname{arccosh}\big(\sqrt{\kappa/\epsilon}\,\tan\phi_0\big)\Big\rceil .
\label{eq:mb}
\end{equation}
Up to a logarithm $m_b\propto\sqrt\kappa$. On a grid of spacing $h$ the kinetic term makes $L\propto h^{-2}$ to leading order, so $m_b\propto h^{-1}$ for an extremal level of $H$ and $m_b\propto h^{-2}$ after folding, where each step also costs two products with $H$.

The bound can be improved when $a_2$ is isolated. The polynomial $(a_2-a)/(a_2-a_1)$ times a Chebyshev polynomial of degree $m-2$ on $[a_3,a_N]$ is also admissible; it removes $u_2$, costs a prefactor below $\kappa$ in $\tan\phi$, and decays at the rate set by $b_N/b_3$. A dot has discrete levels near the edge, so $m_b$ is a ceiling and not a forecast.

\section{Shift-invert Lanczos}

For $0<d<g$ the operator $(H-\sigma)^{-1}$ has eigenvalues $\mu_i=1/(E_i-\sigma)$. The target $1/d$ is the largest; the other conduction levels lie in $(0,1/(d+\delta)]$ and the valence levels in $[-1/(g-d),0)$. Applying the definition of $\kappa$ to $-(H-\sigma)^{-1}$,
\begin{equation}
\kappa_{SI}=\frac{\frac1d+\frac1{g-d}}{\frac1d-\frac1{d+\delta}}
=\frac{g/[d(g-d)]}{\delta/[d(d+\delta)]}=\frac{g(d+\delta)}{(g-d)\delta}.
\label{eq:kSI}
\end{equation}
$L$ is absent, because the far ends of the spectrum map to $\mu\approx0$, inside the unwanted interval. $\kappa_{SI}$ rises with $d$, tends to 1 as $d\to0$, and equals $g/\delta$ at $d^*$, where $d^*+\delta=g-d^*=(g+\delta)/2$. Nothing happens at midgap: the inverse keeps the sign of $E_i-\sigma$, so valence and conduction edges go to opposite ends. At the common shift $\sigma^*$ the ratio is $\kappa_F^*/\kappa_{SI}=L(L+g-\delta)/g^2$.

The width returns if the inverse is applied iteratively through the normal equations $Az=(H-\sigma)q$. Conjugate gradients minimises the error over polynomials with $p(0)=1$; the filter above, with the point $0$ in place of $a_1$ and the whole spectrum of $A$ as the interval, bounds the error by $1/\cosh m\eta$ with $\kappa=(W/d)^2$ for $d\le g/2$, where $E_1$ is the level nearest $\sigma$. This bound on inner steps is of order $W/d$ per outer step. For $d\ll\delta<g$ it is far from sharp: the eigenvalue $d^2$ of $A$ is then isolated, the factor $1-a/d^2$ equals 1 at $a=0$, removes it and costs a prefactor below $\kappa$, and the Chebyshev factor on the remaining spectrum gives of order $W/\delta$ steps times a logarithm of $W/d$. The width $W$ enters either way.

The advantage (\ref{eq:kSI}) is thus bought with a factorisation $H-\sigma=\mathcal{LU}$. Eliminating unknown $k$ updates one entry for each pair of an off-diagonal element in column $k$ of $\mathcal L$ and one in row $k$ of $\mathcal U$. With $l_k$ and $u_k$ nonzeros in these, the work is $\sum_k(l_k-1)(u_k-1)$ multiply-adds, and each later solve costs the number of nonzeros in the factors. On a grid of $n^D$ points in natural order the half-bandwidth is $b\sim n^{D-1}$ and the work $Nb^2$, which is $N^2$ in two dimensions and $N^{7/3}$ in three. Nested dissection, if pivoting does not spoil the order, has $2^{Dj}$ blocks of side $n/2^j$ at level $j$, each with a dense front of size $s\sim(n/2^j)^{D-1}$ costing $s^3$ in work and $s^2$ in storage. For $D=2$ the work per level is $n^32^{-j}$, summing to order $N^{3/2}$. For $D=3$ it is $n^68^{-j}$, order $N^2$, with storage $n^42^{-j}$, order $N^{4/3}$.

Now let the dot size $\ell$ grow at fixed $h$, in the effective-mass regime $\delta\propto\ell^{-2}$ with $g$ and $L$ nearly fixed. Then $\sqrt{\kappa_F^*}\propto\ell$ and $\sqrt{\kappa_F(0)}\propto\ell^2$. In three dimensions, $N\propto\ell^3$, the bound on folded work scales as $N^{4/3}$ at the best shift and $N^{5/3}$ at $d=0$, logarithms aside, against $N^2$ for the factorisation, and the three-term recurrence stores a fixed number of vectors. In two dimensions the best-shift work and the factorisation both scale as $N^{3/2}$.

\section{Preconditioning the folded problem}

Split $H=H_0+V$ with $H_0$ translation invariant, so that functions of it are applied by fast Fourier transform, and $\|V\|\le v$. Put $A_0=(H_0-\sigma)^2$ and $M=A_0+v^2$. Replacing the search direction $r$ by $M^{-1}r$ is, in the variable $M^{1/2}x$, plain descent on $M^{-1/2}(A-a_1)M^{-1/2}$ near the minimum, so $\kappa$ is replaced by the ratio $\kappa_P$ of its largest to its smallest nonzero eigenvalue. These are stationary values of $Q(x)=x^\dagger(A-a_1)x/x^\dagger Mx$.

The triangle inequality and $(p+q)^2\le2p^2+2q^2$ give $\|(H-\sigma)x\|^2\le2\|(H_0-\sigma)x\|^2+2v^2\|x\|^2$, that is $A\le2M$, so $Q\le2$. Exchanging $H$ and $H_0$ gives $A_0\le2A+2v^2$, so $M\le2A+3v^2$. For $x\perp u_1$, $t=R(x)\ge a_2$ and $Q\ge(t-a_1)/(2t+3v^2)$, whose derivative has the positive numerator $3v^2+2a_1$; hence $Q\ge(a_2-a_1)/(2a_2+3v^2)$ there. The plane spanned by the two lowest stationary vectors of $Q$ contains a nonzero vector orthogonal to $u_1$, and on that plane $Q\le\lambda_2$, the smallest nonzero eigenvalue. So $\lambda_2$ obeys the same lower bound, and
\begin{equation}
\kappa_P\le\frac{2(2a_2+3v^2)}{a_2-a_1}.
\label{eq:kP}
\end{equation}
$L^2$ has been replaced by $a_2$ and $v^2$, the squares of a gap scale and a potential scale, and the grid has dropped out of the bound. The denominator is that of (\ref{eq:kF}), so the bound still diverges at both ends of the window. It loses force when $v$ is comparable with $L$, as it can be for deep atomic pseudopotentials at a low cutoff.

\section{A worked dot}

The model is a two-dimensional two-band dot, one spin block, with round parameters: $H_{cc}=E_c(\mathbf r)+\alpha k^2$, $H_{vv}=E_{v0}(\mathbf r)-\beta k^2$, $H_{cv}=P(k_x-ik_y)$, $\alpha=2$ and $\beta=1$ Ha\,bohr$^2$, $P=0.5$ Ha\,bohr. The edges $E_c/E_{v0}$ are $0.05/0$ Ha within radius $R_0$ of the centre and $0.11/{-0.04}$ Ha outside. On a periodic $n\times n$ grid centred between points, central differences give $k_x\to\sin(k_xh)/h$ and $k_x^2\to2(1-\cos k_xh)/h^2$, nine nonzeros per row. The levels are those of this discrete matrix; atomistic structure, strain, Coulomb interaction and the third dimension are left out. The interval $(0,0.05)$ Ha is empty: with $\tau_z=\pm1$ on the bands, the coupling adds $c^\dagger H_{cv}v-v^\dagger H_{cv}^\dagger c$ to $\langle\tau_z\psi,(H-0.025)\psi\rangle$, which is imaginary, while each diagonal block adds at least $0.025$ times its norm squared, so $\|(H-0.025)\psi\|\ge0.025\|\psi\|$.

A small case, $n=16$, $h=8$, $R_0=40$ bohr, by full diagonalisation has $g=0.07006$, $\delta=0.01384$, $L=0.29664$ Ha. Then $d^*=0.02811$ Ha, $W/d^*=0.32475/0.02811=11.55$, whose square is the condition number $133.4$ of $A$. The minimisation has $\kappa_F^*=0.29664\times0.35286/(0.01384\times0.07006)=108.0$ against $\kappa_0^2=459.5$, and one descent step from the worst start multiplies the error by $(107/109)^2=0.9636$.

For the larger runs the edge levels come from a shift-invert eigensolver, at $0.025$ Ha for two bands and $0.04$ Ha for one, and the spectral ends from 500 and 600 Lanczos steps respectively. Starting vectors are $u_1$ plus a random orthogonal vector with $\tan\phi_0=100$, Lanczos runs without reorthogonalisation, and the stop is $\epsilon=10^{-6}$ in $\theta-a_1$ relative to $a_2-a_1$.

The direct comparison needs an extremal level, so take $H_{cc}$ alone, $R_0=40$ bohr in a 240 bohr box. At $h=5$ bohr, $\kappa_0=87.4$, and Lanczos takes 41 steps on $H$ and 220 on $(H-E_1)^2$. At $h=2.5$ bohr, $\kappa_0=316.5$, and the counts are 75 and 740. The growth factors are $1.83$ and $3.36$, against $1.90$ and $3.62$ for $\sqrt{\kappa_0}$ and $\kappa_0$, and $\ln3.36/\ln1.83=2.01$ is consistent with the squaring; two grids and one random starting vector on each, with counts well below their bounds, fix this exponent only roughly.

The two-band dot has $R_0=100$ bohr in a 256 bohr box. At $h=4$ bohr ($N=8192$), $E_v=-0.002346$, $E_1=0.052965$, $E_2=0.057103$, $E_{\max}=1.10892$, $E_{\min}=-0.53949$ Ha. The top sets the width and lies near $0.11+8\alpha/h^2=1.11$ Ha, the barrier value at the zone corner, where the coupling vanishes. So $g=0.055311$ Ha (1.505 eV), $\delta=0.004138$ Ha (0.113 eV), $L=1.05595$ Ha, and
\begin{align}
\kappa_0&=1.05595/0.004138=255.2,\qquad \kappa_0^2=6.51\times10^4,\nonumber\\
\sigma^*&=\tfrac12(-0.002346+0.057103)=0.027379\ \text{Ha},\nonumber\\
\kappa_F^*&=\frac{1.05595\times1.10712}{0.004138\times0.055311}=5108,\qquad\eta=0.02799,\nonumber\\
m_b&=\lceil1+\operatorname{arccosh}(7.147\times10^6)/0.02799\rceil=590.\nonumber
\end{align}
A Chebyshev filter of degree 321 leaves $\tan\phi=0.0177$, which is $0.705$ of its bound, close to $1/\sqrt2$. The entries below are $\kappa$, steps taken and, in brackets, $m_b$.
\begin{center}
\begin{tabular}{lll}
 & $h=8$ bohr & $h=4$ bohr\\
folded, $d=0$ & 5574, 255 (618) & 65112, 844 (2266)\\
folded, $d^*$ & 482, 112 (169) & 5108, 344 (590)\\
inverse, $d^*$ & 13.5, 19 (26) & 13.4, 17 (26)\\
inverse, $\delta/10$ & 1.108, 4 (5) & 1.108, 4 (5)
\end{tabular}
\end{center}
Halving $h$ multiplies the best-shift folded count by $3.07$ and its bound by $3.49$, both short of 4. $L$ grows from $0.30615$ to $1.05595$ Ha, a factor $3.45$ only, and $\sqrt{\kappa_F^*}$, which contains $L+g-\delta$, from $22.0$ to $71.5$, a factor $3.25$; the logarithm in (\ref{eq:mb}) supplies the rest of the growth of the bound. The shift-invert counts barely move. On the fine grid the better shift gains $844/344=2.45$, less than the $255.2/71.5=3.57$ of $\sqrt\kappa$. Removing $u_2$ alone does not explain the shortfall: in this round dot $E_2$ and the next level form a nearly degenerate pair, so $b_3/b_2$ is close to 1 at $d=0$. The condition number sees only the ends of the unwanted interval, while the Lanczos count also depends on how the levels are distributed inside it.

For the preconditioner, $H_0$ takes the mean of the inner and outer edges, so $v=\max(0.03,0.02)=0.03$ Ha. With $a_1=6.5465\times10^{-4}$ and $a_2=8.8354\times10^{-4}$ Ha$^2$, (\ref{eq:kP}) gives $2(1.767+2.700)\times10^{-3}/(2.289\times10^{-4})=39.0$. The extreme Ritz values of 150 Lanczos steps on the preconditioned matrix, its null vector shifted away, are $0.0542$ and $1.659$, an estimate $\kappa_P\approx30.6$; at $h=8$ bohr the estimate is $30.95$. LOBPCG, which minimises $R$ over the current vector, $M^{-1}r$ and the previous update, needs 36 iterations on the coarse grid and 31 on the fine one.

The operation count does not follow the step count. Sparse LU with approximate minimum-degree column ordering and partial pivoting at $d=\delta/10$ gives $1.556\times10^6$ nonzeros, $21.1$ times those of $H$, and $1.815\times10^8$ multiply-adds; four solves raise this to $1.877\times10^8$. The unpreconditioned folded run costs $2\times344\times73728=5.07\times10^7$, vector operations omitted in both. With this ordering, and for the eigenvalue alone, 344 cheap steps cost less than 4 dear ones. The margin is not general: an ordering suited to the symmetric sparsity pattern lowers the factorisation work, and forming the eigenvector without storing the Lanczos vectors takes a second pass, which doubles the folded count. Between the two grids the factorisation work grows as $N^{1.77}$, between the nested-dissection and banded exponents; two points fix no law.

\section{Setting the reference energy}

For a folded run $\kappa_F$ and the bound $m_b$ are least at $\sigma^*$, midway between the two neighbours of the wanted level; the Lanczos count, which lies below its bound, need not be least at exactly that shift. The point $\sigma^*$ lies $\delta/2$ above the midgap point $d=g/2$, here about $0.002$ Ha, and $\kappa_F$ diverges over that distance. The worst case of steepest descent diverges with it. Lanczos suffers less: near midgap $a_2$ belongs to $E_v$ and is isolated when that level is, so the improved bound applies, with $b_3$ finite, and grows only as the logarithm of $\kappa_F$. An error towards $E_1$ is mild: for $\delta\ll g\ll L$, $\kappa_F\approx L^2/2d\delta$, so $d=g/4$ doubles $\kappa_F$ and raises $m_b$ by about $\sqrt2$; for the fine-grid dot above, where $\delta/g=0.075$, (\ref{eq:kF}) and (\ref{eq:mb}) give factors $1.70$ and $1.33$. With uncertain edges a shift between $d=g/4$ and $d^*$ is the safe choice. For the valence edge the mirror rule holds, since $H\to-H$ leaves $A$ unchanged with $\sigma\to-\sigma$.

A stopping threshold on $R$ should be read against $a_2-a_1$: by (\ref{eq:R}), $R-a_1\ge b_2\sin^2\phi$, so $\epsilon$ bounds the weight outside $u_1$. That scale is $\delta g$ at the best shift and $\delta^2$ at $d=0$, so a fixed absolute threshold is looser by $g/\delta$ at $d=0$. Because $R$ does not carry the sign of $E-\sigma$, the expectation value of $H$ tells which edge was found.

When refining the grid or raising the cutoff multiplies the iteration count as $L$ grows, the preconditioner is not removing the width, and (\ref{eq:kP}) shows what a sufficient one needs. For shift-invert the shift belongs close to the wanted level, on either side, but not on it, where $H-\sigma$ is singular; that needs $E_1$ known to a fraction of $\delta$, whereas $\sigma^*$ still converged in under 20 steps. The choice between the methods then rests on whether the factors fit in memory and on how many solves share one factorisation.
